# Oscillator strengths above one per electron from excited states

Suppose a calculation of hydrogen line intensities returns an oscillator strength of 1.0175 for absorption from 3d to 4f. One must decide whether to keep the number or to reject it as an error. If no oscillator strength could exceed one per electron, it would have to be rejected. For a potential that depends on positions alone, that limit holds for absorption from the ground state. It does not hold for absorption from an excited state, and the harmonic oscillator shows why.

## A counter-example: the harmonic well

Hartree atomic units are used throughout. For one electron moving along $x$, the oscillator strength from state $n$ to state $k$ is

$$f_{n\to k}=2(E_k-E_n)\,|\langle k|x|n\rangle|^2 .$$

It refers to light polarized along $x$. The sign is part of the definition: $f$ is positive for absorption ($E_k>E_n$) and negative for emission ($E_k<E_n$).

In the well $\tfrac12\omega^2x^2$ the levels are $E_n=(n+\tfrac12)\omega$. The ladder operators act as

$$a^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle,\qquad a|n\rangle=\sqrt n\,|n-1\rangle ,$$

and the position is $x=(a+a^\dagger)/\sqrt{2\omega}$. Therefore

$$x|n\rangle=\frac{1}{\sqrt{2\omega}}\left(\sqrt{n+1}\,|n+1\rangle+\sqrt n\,|n-1\rangle\right).$$

Only the two neighbouring levels are reached. Their energy differences are $+\omega$ and $-\omega$, so

$$f_{n\to n+1}=2\omega\,\frac{n+1}{2\omega}=n+1,\qquad
f_{n\to n-1}=2(-\omega)\frac{n}{2\omega}=-n .$$

The absorption strength is 1 from the ground state, 2 from the first excited state and 4 from $n=3$. There is one electron throughout. What stays equal to one is the signed sum, $(n+1)-n=1$.

## The correct general statement

Consider $N$ electrons with the Hamiltonian

$$H=\sum_i\frac{p_i^2}{2}+V,$$

where $V$ depends on the positions alone. It may include the repulsion between electrons. Let $X=\sum_i x_i$ and $P=\sum_i p_i$, and replace $x$ by $X$ in the definition of $f$. For a bound stationary state $n$, let $A$ be the sum of all its absorption strengths and $D$ the sum of the magnitudes of its emission strengths. Then

$$\sum_k f_{n\to k}=A-D=N,\qquad\text{and so}\qquad f_{n\to k}\le N+D .$$

For the ground state $D=0$, and each line obeys $0\le f\le N$, which is at most one per electron. An absorption strength above $N$ requires $D>0$, that is, emission to some lower level.

**Proof.** Since $V$ commutes with $X$, only the kinetic energy contributes to $[H,X]$. With $[p_i,x_i]=-i$,

$$\left[\tfrac12p_i^2,x_i\right]=\tfrac12\left(p_i[p_i,x_i]+[p_i,x_i]p_i\right)=-ip_i ,$$

so $[H,X]=-iP$. Each electron contributes $i$ to $[X,P]$, which gives $[X,P]=iN$ and

$$[X,[H,X]]=-i[X,P]=-i(iN)=N .$$

The same double commutator can be multiplied out:

$$[X,[H,X]]=X(HX-XH)-(HX-XH)X=2XHX-X^2H-HX^2 .$$

Take its expectation value in state $n$. In the last two terms $H$ acts directly on that state and gives $E_n$. Inserting a complete set of states $k$ between the two factors of $X$ then gives

$$N=2\sum_k E_k|\langle k|X|n\rangle|^2-2E_n\sum_k|\langle k|X|n\rangle|^2=\sum_k f_{n\to k}.$$

The sum includes the continuum. Separating positive from negative terms gives $A-D=N$. A single absorption strength is one of the non-negative terms that make up $A$, so it cannot exceed $A=N+D$. This completes the proof.

In the harmonic well $D=n$, and the one absorption line has $f=n+1=N+D$. The bound is therefore reached for every $n$. In general, emission terms permit an excess but do not guarantee one, as hydrogen will show.

## What light does to the excited oscillator

A strength of $n+1$ might suggest that the excited oscillator takes up $n+1$ times as much energy from light. It does not, because the same light also stimulates emission.

Let a weak field add $Fx\cos\omega t$ to the Hamiltonian for a whole number of periods, of total duration $T$. To first order in $F$, the amplitude for a neighbouring level $k$ is

$$c_k=-iF\langle k|x|n\rangle\int_0^T\cos(\omega t)\,e^{\pm i\omega t}\,dt ,$$

with the upper sign for $k=n+1$ and the lower for $k=n-1$. The integrand equals $\tfrac12(1+e^{\pm2i\omega t})$. The oscillating part integrates to zero over whole periods, leaving $T/2$. Hence

$$P_{\rm up}=\left(\frac{FT}{2}\right)^2\frac{n+1}{2\omega},\qquad
P_{\rm down}=\left(\frac{FT}{2}\right)^2\frac{n}{2\omega},$$

and the mean energy gain is

$$\omega(P_{\rm up}-P_{\rm down})=\omega\,\frac{F^2T^2}{4}\,\frac{(n+1)-n}{2\omega}=\frac{F^2T^2}{8}.$$

The gain is the same for every $n$. The dependence on $n$ cancels because both lines lie at the same frequency and together carry the whole signed sum. In a system where no emission line coincides with the absorption line, light of sufficiently narrow bandwidth can be tuned to the absorption line alone.

The numerical check checks this by solving the time-dependent problem for $\omega=0.5$ hartree, $F=2.0\times10^{-4}$ and $T=125.66$, which is ten periods. From $n=0$ it finds $P_{\rm up}=1.579\times10^{-4}$. From $n=3$ it finds $P_{\rm up}=6.313\times10^{-4}$ and $P_{\rm down}=4.735\times10^{-4}$. The upward probability is four times larger from $n=3$, to within the small corrections to first-order theory. Yet the mean energy gain is $7.896\times10^{-5}$ hartree from both states, in agreement with $F^2T^2/8$.

## Hydrogen: the 3d to 4f line

For an atom it is usual to average $f$ over the three directions of polarization and over the initial magnetic substates, and to sum over the final substates. The directional average replaces $2|\langle k|x|n\rangle|^2$ by $\tfrac23|\langle k|\mathbf r|n\rangle|^2$. Each direction and each initial substate has signed sum 1, so the averaged strengths also sum to 1. The model is nonrelativistic hydrogen with a fixed point nucleus.

**Angular factor.** Write $\mathbf r=r\hat{\mathbf n}$. Multiplying a spherical harmonic $Y$ of angular momentum $l$ by a component $\hat n_i$ gives parts with $l'=l\pm1$. Let $w_+$ and $w_-$ be their total squared weights, summed over $i$ and over the final substates. Since $\sum_i\hat n_i^2=1$, we have $w_++w_-=1$.

A second equation comes from $L^2$, which is $-r^2\nabla^2$ when acting on functions of angle alone. The product rule gives

$$L^2(\hat n_iY)=\hat n_iL^2Y+YL^2\hat n_i-2r^2\nabla\hat n_i\cdot\nabla Y .$$

Multiply by $\hat n_i$ and sum over $i$. The gradient term vanishes because $\sum_i\hat n_i\nabla\hat n_i=\tfrac12\nabla(1)=0$. Also $L^2\hat n_i=2\hat n_i$, because $\hat n_i$ has angular momentum 1. The expectation value in $Y$ is therefore

$$w_+(l+1)(l+2)+w_-\,l(l-1)=l(l+1)+2 .$$

Subtracting $l(l+1)(w_++w_-)=l(l+1)$ and dividing by 2 leaves $(l+1)w_+-l\,w_-=1$. Together with $w_++w_-=1$ this gives

$$w_+=\frac{l+1}{2l+1},\qquad w_-=\frac{l}{2l+1}.$$

With $R$ the radial integral of $r$ between the two states, the strength is $f=\tfrac23\,\Delta E\,w_\pm R^2$, where $\Delta E$ is the final energy minus the initial energy.

**Absorption to 4f.** The radial functions, including the factor $r$, are $u_{3d}=N_3r^3e^{-r/3}$ and $u_{4f}=N_4r^4e^{-r/4}$. From $\int_0^\infty r^me^{-br}dr=m!/b^{m+1}$, normalization requires

$$N_3^2=\frac{(2/3)^7}{6!},\qquad N_4^2=\frac{(1/2)^9}{8!}.$$

The radial integral is

$$R=N_3N_4\int_0^\infty r^8e^{-7r/12}dr=N_3N_4\,8!\left(\frac{12}{7}\right)^9 .$$

Squaring, and using $8!/6!=56$,

$$R^2=56\left(\frac{12}{7}\right)^{18}\left(\frac23\right)^7\left(\frac12\right)^9=104.66\ \text{bohr}^2 .$$

The levels are $-1/(2n^2)$, so $\Delta E=\tfrac1{18}-\tfrac1{32}=0.024306$ hartree. With $w_+=\tfrac35$,

$$f_{3d\to4f}=\tfrac23\times0.024306\times\tfrac35\times104.66=1.0175 .$$

**Emission to 2p.** Here $u_{2p}=N_2r^2e^{-r/2}$ with $N_2^2=1/4!$. The integrand is $r^6e^{-5r/6}$, so $R=N_3N_2\,6!\,(6/5)^7$. Since $6!/4!=30$,

$$R^2=30\left(\frac65\right)^{14}\left(\frac23\right)^7=22.543\ \text{bohr}^2 .$$

With $\Delta E=-0.069444$ hartree and $w_-=\tfrac25$,

$$f_{3d\to2p}=\tfrac23\times(-0.069444)\times\tfrac25\times22.543=-0.4175 .$$

This is the whole of $D$. The levels 1s and 2s would require $l$ to change by two, and transitions within $n=3$ have $\Delta E=0$. The absorption strengths from 3d must therefore sum to $1+0.4175=1.4175$, which leaves room for a line of strength 1.0175. The number in the opening question is correct and should be kept.

The complete sums, computed with a finite radial basis that represents the continuum, are:

| State | Largest $f$ | $A$ | $D$ |
|---|---:|---:|---:|
| 1s | 0.416 | 1.000 | 0 |
| 2p | 0.696 | 1.139 | 0.139 |
| 3d | 1.018 | 1.417 | 0.417 |

The 2p state can emit to 1s, yet none of its absorption lines reaches one. Emission is necessary for an excess, but not sufficient.

When such sums are checked by hand, the emission strength must belong to the correct initial state. The two directions of a line share the same squared matrix elements, summed over both sets of substates. They differ in the sign of $\Delta E$ and in the number of initial substates averaged over. Hence

$$(2l+1)f_{nl\to n'l'}=-(2l'+1)f_{n'l'\to nl}.$$

For example, $f_{3d\to2p}=-\tfrac35f_{2p\to3d}=-\tfrac35\times0.6958=-0.4175$. Reversing the sign of 0.6958 without the factor $\tfrac35$ would spoil the sum.

## Several electrons: compare with N

With several electrons, a ground-state line may have $f>1$ without exceeding one per electron. Take $N$ electrons in the harmonic well, with a repulsion that depends only on their separations. Define

$$A_c^\dagger=\frac1{\sqrt N}\sum_i a_i^\dagger,\qquad X=\sqrt{\frac{N}{2\omega}}\left(A_c+A_c^\dagger\right).$$

The operator $A_c^\dagger$ is a combination of $X$ and $P$. The repulsion commutes with $X$ because it depends on positions alone, and with $P$ because a common shift leaves separations unchanged. Hence $[H,A_c^\dagger]=\omega A_c^\dagger$, as without repulsion, and $A_c^\dagger|0\rangle$ has energy $E_0+\omega$. Likewise $A_c|0\rangle$ would have energy $E_0-\omega$, below the ground state, so it must vanish. Since $[A_c,A_c^\dagger]=1$, the state $A_c^\dagger|0\rangle$ is normalized, and

$$f=2\omega\,\frac{N}{2\omega}=N .$$

For two electrons with $\omega=0.5$ hartree and the repulsion $1/\sqrt{(x_1-x_2)^2+1}$, diagonalization gives a mean repulsion of 0.606 hartree, which exceeds the level spacing of the well. The strongest line from the ground state still lies at 0.500 hartree and has $f=2.000$, or one per electron.

## Where the limit itself changes

The proof used $[V,X]=0$. A nonlocal potential, such as Hartree–Fock exchange or a nonlocal pseudopotential, need not satisfy this. The double commutator then gains the term $[X,[V,X]]$, and the signed sum becomes $N+\langle n|[X,[V,X]]|n\rangle$. In such a model, $N$ is no longer the guaranteed limit even for the ground state. For Hartree–Fock this refers to strengths built from the orbitals and orbital-energy differences of the Fock operator. Time-dependent Hartree–Fock, which includes the response of the exchange term to the field, keeps the sum equal to $N$ in a complete basis.

An effective mass also changes the limit. If the kinetic energy is $p_i^2/(2m^*)$, with $m^*$ in units of the electron mass, and $f$ is defined as before, the double commutator and hence the signed sum become $N/m^*$.

A one-electron model of a valence electron needs separate care. If the electron moves in a local effective potential that also holds the core orbitals, its orbital is an excited state of that potential. The one-electron sum then contains negative terms for transitions down to those core orbitals that the dipole operator reaches (in a central potential, those whose $l$ differs by one), although these are filled. When such core orbitals exist, $D>0$ and a valence line may exceed one in the model even when the atom is in its ground state. When they do not, and no empty level that the dipole operator reaches lies lower either, $D=0$ and the limit of one still applies. This is the case for the lowest valence s orbital above a core of s orbitals only, with every p level above it, such as 2s in lithium. A higher s orbital, such as 3s, can emit to the empty 2p level, so for it $D>0$ again.

A value above one per electron is thus a reason to examine the initial state and the Hamiltonian. For a local potential, the ordinary electron mass and linear polarization (or the average over directions used above), the check is to add the emission strengths from that same state and see whether $f\le N+D$. The proof does not cover circular polarization from a single magnetic substate. There $x$ is replaced by the non-Hermitian $(x\pm iy)/\sqrt2$, and for one electron in a central potential the signed sum is $1\pm m$ instead of 1. A value that violates this bound is wrong. A value that satisfies it is allowed, though the bound alone does not prove it correct.

## Calculated quantities

```
Oscillator frequency omega = 0.500 hartree
Oscillator: n, f(n->n+1), f(n->n-1), sum over all k (dimensionless)
  0  1.000000  0.000000  1.000000
  1  2.000000  -1.000000  1.000000
  2  3.000000  -2.000000  1.000000
  3  4.000000  -3.000000  1.000000
  4  5.000000  -4.000000  1.000000
  5  6.000000  -5.000000  1.000000
Drive amplitude F = 2.0e-04 a.u. of field
Drive duration T = 125.6637 a.u. of time (10 periods)
Driven n=0: P_up = 1.5789e-04, P_down = 0.0000e+00
  mean energy gain = 7.8957e-05 hartree
Driven n=3: P_up = 6.3126e-04, P_down = 4.7352e-04
  mean energy gain = 7.8957e-05 hartree
Predicted gain F^2 T^2/8 = 7.8957e-05 hartree
Hydrogen: state, largest f, absorption, emission, total sum
  1s  0.41620  1.00000  0.00000  1.00000
  2p  0.69578  1.13873  -0.13873  1.00000
  3d  1.01752  1.41747  -0.41747  1.00000
Hydrogen: line, gap (hartree), R^2 (bohr^2), f
  1s->2p  0.375000  1.6648  0.41620
  2p->1s  -0.375000  1.6648  -0.13873
  2p->3d  0.069444  22.5434  0.69578
  3d->2p  -0.069444  22.5434  -0.41747
  3d->4f  0.024306  104.6591  1.01752
Two electrons: ground energy = 1.1597 hartree
Two electrons: mean repulsion = 0.6063 hartree
Two electrons: strongest line at 0.5000 hartree
Two electrons: its f = 2.0000
Two electrons: f per electron = 1.0000
Two electrons: sum of all f = 2.0000
```
